# Wavelength-Dependent Interdiffusivity of a Multilayer on a Discrete Lattice, part 2

How fast does a weak composition wave in a binary A–B crystal decay or grow? Planes $p$, of spacing $d$, have B fraction

$$c_p=c_0+A\cos(p\theta),\qquad \theta=\beta d,\qquad \lambda=\frac{2\pi}{\beta}.$$

The lattice is fixed and stress-free, and occupations are treated in mean field. A bond between sites $i$ and $j$ is unlike with probability $u_{ij}$ and contributes energy $v\,u_{ij}$; $v>0$ favours separation, $v<0$ ordering. A site has $z$ neighbours, $z_v$ of them in one adjacent plane. The potential for replacing A by B is

$$\mu_p=\phi_p+kT\ln\frac{c_p}{1-c_p},$$

where $\phi_p$ is its bond part. Atoms exchange directly, with frequency $\gamma$ per neighbour. With $s_p=\sqrt{c_p(1-c_p)}$, the full exchange equations are

$$J_{p+\frac12}=2\gamma z_v\,s_ps_{p+1}\sinh\frac{\mu_p-\mu_{p+1}}{2kT},$$

$$\frac{dc_p}{dt}=J_{p-\frac12}-J_{p+\frac12}.$$

At small $A$ the amplitude changes as $e^{Rt}$. If bonds and exchanges reach no further than adjacent planes,

$$R=-B^2D_\lambda,\qquad D_\lambda=M\left(f''+2\kappa B^2\right),\qquad
B^2=\frac{2[1-\cos(\beta d)]}{d^2},$$

$$f''=\frac{kT}{c_0(1-c_0)}-2zv,\qquad \kappa=z_vvd^2,\qquad
M=\frac{\gamma z_vd^2c_0(1-c_0)}{kT}.$$

Here $f''$ is the second derivative, at $c_0$, of the uniform alloy's free energy per atom, $\kappa$ the gradient coefficient, and $\tilde D=Mf''$ the long-wave interdiffusivity. "The bracket" means $f''+2\kappa B^2$. For fcc (100) and (111) planes $z=12$ and $z_vd^2=a^2$, with $a$ the cubic lattice constant; (100) has $z_v=4$ and $d=a/2$.

One mean-field error matters later: the bond between the two exchanging atoms is treated like any other. Leaving it out replaces $f''$ by $f''-2v$ in the rate.

The example, in nm, meV and s, has (100) planes with $a=0.40$ nm, $d=0.20$ nm, $v=5$ meV, $c_0=0.5$, $T=600$ K and $\gamma=10^{-3}\ \mathrm{s^{-1}}$. These give $kT=51.70$ meV, $f''=86.8$ meV, $\kappa=0.80\ \mathrm{meV\,nm^2}$ and $\tilde D=6.72\times10^{-5}\ \mathrm{nm^2\,s^{-1}}$.

**Q.** How do I know that the linear formula describes the exchange kinetics?

**A.** The rates in the numerical output were obtained by differentiating the full nonlinear exchange equations numerically about the uniform alloy, with no use of $B^2$. They were tested against the formula for (100) and (111) planes, for wavelengths from 2 to 20 planes, for both signs of $v$ and also away from $c_0=0.5$.

The time course was tested separately. For eight planes $R=-1.249\times10^{-3}\ \mathrm{s^{-1}}$, a decay time of 801 s. Integrating the nonlinear equations over that time from $A=0.005$ left a fraction 0.36788 of the amplitude, which agrees with $e^{-1}$ to these digits.

**Q.** An experimenter measures $R$ and divides by $\beta^2$. Isn't that the interdiffusivity?

**A.** It is another quantity, which I call apparent:

$$D_{\rm app}=-\frac{R}{\beta^2}=D_\lambda\frac{B^2}{\beta^2}.$$

For eight planes $\beta^2=15.42$ and $B^2=14.64\ \mathrm{nm^{-2}}$, so $D_{\rm app}$ lies 5% below $D_\lambda$. For two planes the difference is large: $D_\lambda=1.91\times10^{-4}$ but $D_{\rm app}=0.77\times10^{-4}\ \mathrm{nm^2\,s^{-1}}$.

The trend changes as well. In the table $D_\lambda$ rises steadily as the wavelength shrinks, whereas $D_{\rm app}$ rises down to three planes and then falls. That fall comes from the factor $B^2/\beta^2$ and signals no change in the bonding.

**Q.** For long waves $B^2$ tends to $\beta^2$. If I keep to long waves, may I plot $D_{\rm app}$ against $\beta^2$ and read $\kappa$ from the slope?

**A.** The intercept will be right in that limit, but the slope will not. Insert $B^2=\beta^2(1-\beta^2d^2/12+\dots)$ into $D_{\rm app}$ and keep first order in $\beta^2$:

$$D_{\rm app}=\tilde D\left(1-\frac{\beta^2d^2}{12}\right)\left(1+\frac{2\kappa}{f''}\beta^2\right)+\dots
=\tilde D\left[1+\left(\frac{2\kappa}{f''}-\frac{d^2}{12}\right)\beta^2+\dots\right].$$

The lattice correction is of the same order in $\beta$ as the gradient energy. If the slope is read as $2\kappa/f''$, the coefficient obtained is

$$\kappa_{\rm app}=\kappa-\frac{f''d^2}{24}
=0.80-\frac{86.8(0.04)}{24}=0.66\ \mathrm{meV\,nm^2}.$$

This is 18% below the true value, and longer waves do not cure it. Even an alloy with $\kappa=0$ would appear to have a negative gradient coefficient.

**Q.** And a fit over a realistic range?

**A.** Take the seven tabulated waves from 4 to 20 planes. An unweighted straight line of $-R/B^2$ against $B^2$ returns $\tilde D=6.72\times10^{-5}\ \mathrm{nm^2\,s^{-1}}$ and $\kappa=0.80\ \mathrm{meV\,nm^2}$, the input values. The same rates treated with $\beta^2$ in both places give $7.06\times10^{-5}$ and 0.37. Relative to the true values, the diffusivity is 5% too high and the gradient coefficient 54% too low. In both fits $f''$ was taken as known; the line alone supplies only $\tilde D$ and the ratio $\kappa/f''$.

The direction of these errors follows from the next term of the series. Let $t=\beta^2d^2$ and $g=2\kappa/(f''d^2)=0.461$. Then $B^2/\beta^2=1-t/12+t^2/360-\dots$, and $B^4d^2/\beta^2=t(1-t/6+\dots)$. The coefficient of $t^2$ in $D_{\rm app}/\tilde D$ is

$$\frac1{360}-\frac g6=-0.074 .$$

The curve bends downwards. To this order, a line fitted over a finite range has a smaller slope than the curve at the origin and meets the axis above it.

**Q.** Suppose the alloy is unstable, $f''<0$. Your interdiffusivity is negative there. Does everything grow?

**A.** Long waves grow. For $\kappa>0$ short ones can still decay, because the bonds between unlike planes cost more than separation gains. The marginal wave has $f''+2\kappa B^2=0$, so

$$B_c^2=-\frac{f''}{2\kappa},\qquad
\lambda_c=\frac{2\pi d}{\arccos\left(1-B_c^2d^2/2\right)}.$$

The second relation comes from solving $2(1-\cos\theta)=B_c^2d^2$ for $\theta$. It needs $B_c^2d^2\le4$. On (100) planes with $v>0$ this is satisfied throughout the unstable range: $-f''<24v$, while $8\kappa/d^2=32v$.

In the example $f''$ vanishes at 348 K. At 180 K, $f''=-58.0$ meV and $B_c^2=58.0/1.6=36.2\ \mathrm{nm^{-2}}$. The lattice gives $\lambda_c=0.973$ nm. The continuum condition $\beta^2=B_c^2$ gives 1.044 nm.

**Q.** A difference of seven per cent. Does it decide anything?

**A.** Within this model it decides whether a weak five-plane wave starts to grow or to decay, since its wavelength of 1.00 nm lies between the two limits. The two versions of the bracket are

$$f''+2\kappa B^2=-57.96+1.6(34.55)=-2.7\ \mathrm{meV},$$

$$f''+2\kappa\beta^2=-57.96+1.6(39.48)=+5.2\ \mathrm{meV}.$$

On the lattice the wave grows; the continuum formula says that it decays. The linearized exchange kinetics gave $R=+2.4\times10^{-4}\ \mathrm{s^{-1}}$, against $-5.3\times10^{-4}\ \mathrm{s^{-1}}$ from the continuum formula. Both use the same $\gamma$ as at 600 K. A thermally activated $\gamma$ would be far smaller at 180 K, which would slow both rates but leave their signs alone. Two limits apply. The growth is only the initial behaviour: $R$ is largest at $B^2=B_c^2/2$, about seven planes, where it reaches $1.35\times10^{-3}\ \mathrm{s^{-1}}$, so in a long stack slightly longer waves seeded by small irregularities overtake the five-plane wave. And the margin is smaller than the mean-field error noted earlier: leaving out the bond between the exchanging atoms lowers both brackets by $2v=10$ meV and makes both negative.

**Q.** What happens in an alloy that prefers unlike neighbours?

**A.** With $v=-5$ meV and the other parameters as before, $\kappa=-0.80\ \mathrm{meV\,nm^2}$ and $f''=206.8+120=326.8$ meV. Long waves decay faster than in the separating alloy, $\tilde D=2.53\times10^{-4}\ \mathrm{nm^2\,s^{-1}}$. Now $D_\lambda$ falls as the wavelength shrinks. At two planes $B^2=100\ \mathrm{nm^{-2}}$ and the bracket is $326.8-160=166.8$ meV, so $D_\lambda=1.29\times10^{-4}\ \mathrm{nm^2\,s^{-1}}$, about half of $\tilde D$.

On cooling, the bracket first reaches zero at the largest $B^2$, since it decreases with $B^2$ when $\kappa<0$. With $B^2=4/d^2$ the condition is

$$\frac{kT}{c_0(1-c_0)}-24v+32v=0,\qquad kT=-8v\,c_0(1-c_0)=10\ \mathrm{meV},$$

or $T=116$ K. Below it, in this mean-field model with each plane kept uniform, alternate (100) planes become richer in A and in B although $f''$ is still positive. The test found that the two-plane wave changes from decay to growth between 1% above and 1% below this temperature, while a 20-plane wave decays on both sides.

**Q.** You have used (100) and (111) planes. May I use the same cosine for any stacking?

**A.** No. It requires that no bond or exchange skips a plane. On fcc (110) planes a site has two neighbours in its own plane, four in each adjacent plane and one in each second plane. To include these, return to single sites and sum over the neighbour vectors $\mathbf r$, with $\boldsymbol\beta$ the wavevector as a vector:

$$S=\sum_{\mathbf r}\left[1-\cos(\boldsymbol\beta\cdot\mathbf r)\right].$$

The derivative of $u_{ij}=c_i+c_j-2c_ic_j$ with respect to $c_i$ is $1-2c_j$, so the bond potential is $\phi_i=v\sum_j(1-2c_j)$. For the wave, neighbours at $\mathbf r$ and $-\mathbf r$ combine so that the sines cancel, and

$$\delta\phi_i=-2v\sum_{\mathbf r}\cos(\boldsymbol\beta\cdot\mathbf r)\,\delta c_i=-2v(z-S)\,\delta c_i .$$

Adding the entropy part gives $\delta\mu_i=(f''+2vS)\,\delta c_i$. In the linear regime each neighbour contributes a flux $\gamma c_0(1-c_0)(\mu_i-\mu_j)/kT$, and the sum over neighbours supplies another factor $S$:

$$R=-\frac{\gamma c_0(1-c_0)}{kT}\,S\,(f''+2vS).$$

With $B^2=S/a^2$, $\kappa=va^2$ and $M=\gamma a^2c_0(1-c_0)/kT$, this has the earlier form. The nearest-neighbour sum is thus the general replacement for $\beta^2$ on this lattice, and the single cosine is a special case.

**Q.** Work it out for (110).

**A.** Let $b=2(1-\cos\theta)$. The second planes contribute

$$2(1-\cos2\theta)=4\sin^2\theta=4(1-\cos\theta)(1+\cos\theta)
=4\,\frac b2\left(2-\frac b2\right)=4b-b^2 .$$

The adjacent planes contribute $4b$, so $S=8b-b^2$. The spacing satisfies $d^2=a^2/8$. If $B_1^2=b/d^2$ denotes the single-cosine value,

$$B^2=\frac{8b-b^2}{8d^2}=B_1^2-\frac{d^2}{8}B_1^4 .$$

For the separating alloy at 600 K, a two-plane wave has $b=4$ and $S=16$. The direct rate is $-1.91\times10^{-2}\ \mathrm{s^{-1}}$, as this law gives. The single cosine would give $-6.29\times10^{-2}\ \mathrm{s^{-1}}$, more than three times as fast. At eight planes it is still 11% too fast relative to the direct rate.

**Q.** The two-plane rate on (100) is also $-1.91\times10^{-2}\ \mathrm{s^{-1}}$. Is that an accident?

**A.** It is the same arrangement of atoms. Write the site coordinates as integer multiples of $a/2$; on an fcc lattice the three integers have an even sum. Alternate (110) planes differ in the parity of the sum of the first two integers. That parity equals the parity of the third, which distinguishes alternate (001) planes.

**Q.** How small must the amplitude be?

**A.** For a wave with an even number of planes, a shift by half a wavelength changes $A$ into $-A$ and cannot change the decay rate. The rate is therefore even in $A$, and its first correction is of order $A^2$. For eight planes, doubling the amplitude from 0.01 to 0.02 multiplied the shift in the initial rate by 4.00. At $A=0.1$ the initial rate is 0.7% above the linear one, and at $A=0.3$, with compositions between 0.2 and 0.8, it is 6% above. These figures belong to a pure cosine, a constant $\gamma$ and a wave far from marginal. If $\gamma$ rises exponentially with the mean composition of the two planes, by a factor $10^4$ from pure A to pure B, the initial rate is 10% above the linear one at $A=0.1$ and 2.3 times it at $A=0.3$. For the nearly marginal five-plane wave at 180 K it is 25% below the linear one at $A=0.1$. Layers with sharp interfaces contain further harmonics, each with its own $R$ in the linear regime.

**Q.** And which physical effects could spoil the law in a real multilayer?

**A.** The derivation leaves out stress between layers of different atomic size, correlations between neighbouring occupations, and vacancies with their sources and sinks. Direct exchange also excludes any net drift of the lattice. Bonds or jumps of longer range add further cosines, as on (110), when they skip a plane. Second neighbours do so on (100). On (111) they lie in the adjacent planes, change only $f''$, $\kappa$ and $M$, and leave the single cosine intact, so a straight line does not prove that bonds end at nearest neighbours. Curvature in a plot of $-R/B^2$ against $B^2$, if it exceeds the measurement error, therefore shows that at least one assumption has failed, small amplitude included, but it does not by itself say which.

## Values computed for the example and the checks

```
lattice constant a = 0.40 nm, (100) spacing d = 0.20 nm
v = 5.0 meV, c0 = 0.5, T = 600 K, gamma = 1.0e-03 1/s
(100): d = 0.20000 nm, neighbours by plane offset {-1: 4, 0: 4, 1: 4}
(111): d = 0.23094 nm, neighbours by plane offset {-1: 3, 0: 6, 1: 3}
(110): d = 0.14142 nm, neighbours by plane offset {-2: 1, -1: 4, 0: 2, 1: 4, 2: 1}
kT = 51.7040 meV
f'' = 86.8160 meV
kappa = 0.8000 meV nm^2
mobility M = 7.73635e-07 nm^2/(meV s)
D (long-wave limit) = 6.71639e-05 nm^2/s = 6.71639e-23 m^2/s
2 kappa/f'' = 0.018430 nm^2
(100) waves, R from linearized exchange kinetics:
planes lambda/nm beta^2/nm^-2 B^2/nm^-2 R/s^-1 D_lambda/(nm^2/s) D_app/(nm^2/s)
  2   0.40  246.7401  100.0000 -1.90945e-02 1.90945e-04 7.73872e-05
  3   0.60  109.6623   75.0000 -1.20000e-02 1.60000e-04 1.09427e-04
  4   0.80   61.6850   50.0000 -6.45273e-03 1.29055e-04 1.04608e-04
  5   1.00   39.4784   34.5492 -3.79796e-03 1.09929e-04 9.62036e-05
  6   1.20   27.4156   25.0000 -2.45273e-03 9.81092e-05 8.94649e-05
  8   1.60   15.4213   14.6447 -1.24906e-03 8.52912e-05 8.09961e-05
 10   2.00    9.8696    9.5492 -7.54230e-04 7.89839e-05 7.64194e-05
 12   2.40    6.8539    6.6987 -5.05457e-04 7.54556e-05 7.37474e-05
 20   4.00    2.4674    2.4472 -1.71775e-04 7.01930e-05 6.96176e-05
line in B^2, 4 to 20 planes: D = 6.71639e-05 nm^2/s, kappa = 0.8000 meV nm^2
line in beta^2, 4 to 20 planes: D = 7.05765e-05 nm^2/s, kappa = 0.3657 meV nm^2
8 planes: decay time 1/|R| = 800.60 s
  amplitude ratio after it, A = 0.005: 0.367877; exp(-1) = 0.367879
  rate shift at A = 0.02 over shift at A = 0.01: 4.0000
  initial rate / linear rate at A = 0.1: 1.0067
  initial rate / linear rate at A = 0.3: 1.0601
spinodal temperature = 348.14 K
quench to 180 K: f'' = -57.9552 meV, B_c^2 = 36.2220 nm^-2
  marginal wavelength: lattice 0.9729 nm, continuum 1.0440 nm
  5 planes: R direct = 2.3847e-04 1/s, continuum formula = -5.3044e-04 1/s
  4 planes: R direct = -2.8424e-03 1/s
ordering alloy v = -5.0 meV, 600 K: f'' = 326.8160 meV, kappa = -0.8000 meV nm^2
  D = 2.52836e-04 nm^2/s, D_lambda at 2 planes = 1.29055e-04 nm^2/s
  two-plane instability temperature = 116.05 K
(110) stacking, clustering alloy at 600 K, R in 1/s:
  2 planes: direct -1.90945e-02, two-plane law -1.90945e-02, single cosine -6.29454e-02
  4 planes: direct -1.20000e-02, two-plane law -1.20000e-02, single cosine -1.90945e-02
  8 planes: direct -2.73520e-03, two-plane law -2.73520e-03, single cosine -3.02906e-03
```
